# Why separate cutoff convergence gives false RPA plateaus in the electron gas

## Question

A random-phase-approximation (RPA) correlation energy computed with plane waves has two cutoffs. One limits the reciprocal vectors $G$ in the response function; the other limits the empty bands summed to build it. Suppose the response cutoff is held at a modest value and bands are added until the energy stops changing. Or suppose the number of bands is held and the response cutoff is raised until the energy stops changing. Why can both tests show a perfectly flat energy that is still wrong, how wrong is it, and how should the two cutoffs be raised instead?

## Answer

### The mechanism: which states a density component reaches

The uniform, unpolarised electron gas shows the mechanism without any complication from the shape of the orbitals. Hartree atomic units are used. The density is $n=k_F^3/(3\pi^2)$, the orbitals are plane waves, and their energies are those of free electrons, $k^2/2$. In a crystal a density component carries the momentum $q_{\rm BZ}+G$, with $q_{\rm BZ}$ in the Brillouin zone. In the gas this total momentum is simply called $q$, and the response is diagonal in it.

A density component $q$ lifts an electron from an occupied $k$, with $|k|<k_F$, to the state $k+q$. The triangle inequality gives

$$ q-k_F\le |k+q|\le q+k_F . $$

For $q>2k_F$ every such final state is empty, and its energy lies between $(q-k_F)^2/2$ and $(q+k_F)^2/2$. The mean final energy is

$$ \tfrac12\langle |k+q|^2\rangle=\tfrac12q^2+\langle k\cdot q\rangle+\tfrac12\langle k^2\rangle=\tfrac12q^2+\tfrac{3}{10}k_F^2, $$

because $k\cdot q$ averages to zero over the Fermi sphere and $\langle k^2\rangle=\frac35k_F^2$. This is the precise sense in which a component $G$ couples to states near energy $G^2/2$. The window has width $2qk_F$. It grows with $q$ in absolute terms, but shrinks as $4k_F/q$ relative to $q^2/2$.

The two cutoffs therefore act on the same physical processes. Short-wavelength density fluctuations need both a large $q$ in the response and high final states in the band sum. If either is absent, the process is absent, and enlarging the other set cannot restore it.

### The energy with two cutoffs

Let $Q$ be the largest $q$ kept and $K>k_F$ the largest momentum of the empty states kept. The corresponding cutoff energies are $Q^2/2$ and $K^2/2$. With $v=4\pi/q^2$, switching on the interaction by a factor $\lambda$ gives the RPA response $\chi_\lambda=\chi_0/(1-\lambda v\chi_0)$. The correlation energy per volume is

$$ -\int\!\frac{d^3q}{(2\pi)^3}\int_0^\infty\!\frac{du}{2\pi}\int_0^1\!d\lambda\; v(\chi_\lambda-\chi_0), $$

where $u$ is the imaginary frequency. The usual prefactor $\frac12$ has been absorbed by integrating over positive $u$ alone, since the integrand is even. The $\lambda$ integral is elementary:

$$ -\int_0^1\!d\lambda\left[\frac{v\chi_0}{1-\lambda v\chi_0}-v\chi_0\right]=\ln(1-v\chi_0)+v\chi_0 . $$

With $x=-v\chi_0$, the energy per electron is

$$ E(Q,K)=\frac1n\int_{q<Q}\!\frac{d^3q}{(2\pi)^3}\int_0^\infty\!\frac{du}{2\pi}\,[\ln(1+x)-x]. $$

The band cutoff enters through the response function,

$$ -\chi_0(q,iu)=2\int\limits_{k<k_F<|k+q|<K}\!\frac{d^3k}{(2\pi)^3}\,\frac{2\Delta}{\Delta^2+u^2},\qquad \Delta=\tfrac12\left(|k+q|^2-k^2\right). $$

The first factor 2 counts spin. The fraction is the sum $1/(\Delta+iu)+1/(\Delta-iu)$ of excitation and de-excitation terms. Since $\Delta>0$, $x$ is never negative.

### Why the plateaus are exactly flat

The triangle inequality now sorts the components into three groups.

- If $q\le K-k_F$, every final state obeys $|k+q|\le K$. The response is complete, and further bands add nothing to it.
- If $q\ge K+k_F$, every final state has $|k+q|\ge K$. The response is zero, and so is the contribution to the energy.
- In between, some transitions are kept and others are lost.

If $K\ge Q+k_F$, all components kept belong to the first group, so $E(Q,K)=E(Q,\infty)$. If $Q\ge K+k_F$, any further components belong to the second group, so $E(Q,K)=E(\infty,K)$. Neither statement is an approximation within this model.

The surface can also be bounded. The derivative

$$ \frac{d}{dx}[\ln(1+x)-x]=\frac1{1+x}-1=-\frac{x}{1+x}\le0 $$

shows that the integrand is non-positive and falls as $x$ grows. Adding bands increases $x$, and adding components adds non-positive terms, so the energy never rises when either cutoff is raised. Keeping only the complete components gives an upper bound. Treating all components below $K+k_F$ as complete gives a lower bound:

$$ E(\min(Q,K+k_F),\infty)\le E(Q,K)\le E(\min(Q,K-k_F),\infty). $$

To within a momentum $k_F$, the smaller cutoff decides the energy. A plateau is the correct limit of a truncated problem. It is false only when read as the limit of the full one.

### How much a response plateau misses

At large $q$ the quantity $x$ is small, and $\ln(1+x)-x\simeq-x^2/2$. Write averages over the Fermi sphere as $\langle\cdots\rangle$, so that $2\int_{k<k_F}d^3k/(2\pi)^3=n\langle\cdots\rangle$. With all bands kept, $x=vn\langle2\Delta/(\Delta^2+u^2)\rangle$. Its square contains two independent occupied momenta, with excitation energies $\Delta_1$ and $\Delta_2$. Partial fractions give

$$ \int_0^\infty\!\frac{du}{(\Delta_1^2+u^2)(\Delta_2^2+u^2)}=\frac{1}{\Delta_2^2-\Delta_1^2}\left(\frac{\pi}{2\Delta_1}-\frac{\pi}{2\Delta_2}\right)=\frac{\pi}{2\Delta_1\Delta_2(\Delta_1+\Delta_2)} . $$

Multiplication by $4\Delta_1\Delta_2/(2\pi)$ leaves $1/(\Delta_1+\Delta_2)$. The frequency integral for one $q$ is therefore

$$ e(q)=-\frac{v^2n^2}{2}\left\langle\frac1{\Delta_1+\Delta_2}\right\rangle . $$

Let $z_1,z_2$ be the components of the two occupied momenta along $q$, in units of $k_F$. Since $\Delta_i=q^2/2+qk_Fz_i$,

$$ \left\langle\frac1{\Delta_1+\Delta_2}\right\rangle=\frac1{q^2}\left[1-\frac{k_F}{q}\langle z_1+z_2\rangle+\frac{k_F^2}{q^2}\langle(z_1+z_2)^2\rangle+\dots\right]. $$

The linear term vanishes. The quadratic average is $2\langle z^2\rangle=2/5$, because $\langle z^2\rangle=\frac13\cdot\frac35=\frac15$ and the two momenta are independent. With $v^2=16\pi^2/q^4$,

$$ e(q)=-\frac{8\pi^2n^2}{q^6}\left[1+\frac{2k_F^2}{5q^2}+\dots\right]. $$

The components above $Q$ are missing. Their negative energy, taken with the opposite sign, is the error:

$$ E(Q,\infty)-E(\infty,\infty)=-\frac1n\int_Q^\infty\!\frac{q^2dq}{2\pi^2}\,e(q)=4n\int_Q^\infty\!dq\left[\frac1{q^4}+\frac{2k_F^2}{5q^6}+\dots\right], $$

and hence

$$ E(Q,\infty)-E(\infty,\infty)=\frac{4n}{3Q^3}\left[1+\frac{6}{25}\frac{k_F^2}{Q^2}+\dots\right]. $$

The neglected cubic term in $x$ enters at relative order $Q^{-4}$, because $x$ itself is about $16\pi n/q^4$ at $u=0$. In terms of the cutoff energy the error falls as its power $-3/2$.

Inserting $n$ gives the leading error $(4/9\pi^2)(k_F/Q)^3$ hartree, which does not depend on density at fixed $Q/k_F$. At a fixed absolute $Q$, however, it is proportional to $n$. Comparing two densities at the same response cutoff then leaves an error of about $4(n_1-n_2)/(3Q^3)$ in the difference.

### The band plateau and the region between

Now let $K=Q+sk_F$ with $-1\le s\le1$ and $Q\gg k_F$. This is the strip where both cutoffs matter. To leading order $|k+q|\simeq q+k_Fz$. A term in $x^2$ survives only if both of its final states are kept, which requires

$$ q<K-k_FM,\qquad M=\max(z_1,z_2). $$

It must also satisfy $q<Q$. Its upper limit is thus $Q-k_F\max(0,M-s)$. Putting this limit into the leading tail and expanding the inverse cube gives

$$ E(Q,K)-E(\infty,\infty)=\frac{4n}{3Q^3}\left[1+3g(s)\frac{k_F}{Q}+\dots\right],\qquad g(s)=\langle\max(0,M-s)\rangle . $$

The linear term in the expansion of $1/(\Delta_1+\Delta_2)$ does not alter this order. Its average vanishes outside the strip, and inside it the term is a correction of order $k_F/Q$ to something already of that order.

A slice of the unit sphere at height $z$ has area $\pi(1-z^2)$, so the normalised density of $z$ is $\frac34(1-z^2)$. The probability that $z<t$ is

$$ F(t)=\frac34\int_{-1}^t(1-z^2)\,dz=\frac{2+3t-t^3}{4}. $$

Both components lie below $t$ with probability $F^2$, and therefore

$$ g(s)=\int_s^1[1-F(t)^2]\,dt,\qquad 16F^2=4+12t+9t^2-4t^3-6t^4+t^6 . $$

Three values matter. At $s=1$, $g=0$: the response is complete. At $s=0$,

$$ g(0)=1-\frac1{16}\left(4+6+3-1-\frac65+\frac17\right)=\frac{177}{560}. $$

At $s=-1$ the odd powers cancel:

$$ g(-1)=2-\frac{2}{16}\left(4+3-\frac65+\frac17\right)=\frac{44}{35}. $$

The last value describes the band plateau, which begins at $Q=K+k_F$. Rewriting the error in terms of $K$ uses $Q^{-3}=K^{-3}(1-3k_F/K+\dots)$, so the coefficient of $k_F/K$ is $3\cdot\frac{44}{35}-3=\frac{27}{35}$:

$$ E(\infty,K)-E(\infty,\infty)=\frac{4n}{3K^3}\left[1+\frac{27}{35}\frac{k_F}{K}+\dots\right]. $$

At equal large cutoffs the band plateau is therefore somewhat worse than the response plateau. A pair of transitions is lost as soon as the higher of its two final states is cut off.

### The surface in numbers

Take $r_s=2$ bohr, for which $n=0.029842$ bohr$^{-3}$ and $k_F=0.9596$ bohr$^{-1}$. A component $q=4k_F$ has $q^2/2=7.37$ hartree. It reaches states from 4.14 to 11.51 hartree, with mean 7.64 hartree. A band sum that stops at 7.37 hartree cuts through the middle of this window.

The following energies $E(Q,K)$ are in millihartree per electron.

| $Q/k_F$ | $K=3k_F$ | $4k_F$ | $5k_F$ | $9k_F$ | $\infty$ |
|---|---|---|---|---|---|
| 3 | −59.25 | −60.09 | −60.09 | −60.09 | −60.09 |
| 4 | −59.34 | −60.85 | −61.09 | −61.09 | −61.09 |
| 5 | −59.34 | −60.88 | −61.35 | −61.44 | −61.44 |
| 8 | −59.34 | −60.88 | −61.36 | −61.71 | −61.71 |
| $\infty$ | −59.34 | −60.88 | −61.36 | −61.73 | −61.80 |

Follow the row $Q=4k_F$. Raising $K$ from $3k_F$ to $4k_F$ gains 1.52 millihartree, the next step gains 0.23, and all later steps gain nothing. This looks like rapid convergence, yet the plateau lies 0.714 millihartree above the RPA limit. The leading formula gives

$$ \frac{4n}{3(4k_F)^3}=\frac{4}{9\pi^2}\cdot\frac1{64}\ \text{hartree}=0.704\ \text{millihartree}. $$

The factor $1+\frac{6}{25}\cdot\frac1{16}=1.015$ raises this to 0.714. The expansion in $x$ is safe here: at $q=4k_F$ and $u=0$, $16\pi n/q^4$ is about 0.007.

Now follow the column $K=4k_F$. The energy is flat from $Q=5k_F$ onward, at 0.920 millihartree above the limit. The formula with its first correction gives $0.7036\,(1+0.1929)=0.839$ millihartree, about 9% below the computed error. The next term, about $1.44\,(k_F/K)^2$, raises the estimate to 0.903 millihartree, and higher orders supply the rest. Much farther out, the coefficients $g(s)$ extracted from the computed gas agree with the integral to within 0.001 for all five values of $s$ examined.

The RPA limit itself is −61.80 millihartree, or −1.682 eV, per electron. It is the reference for all these errors, not the true correlation energy of the gas: second-order exchange and all other correlation beyond direct RPA are left out.

### The same plateaus in a count of bands

A periodic box shows the effect with discrete bands. It holds 14 electrons at the same density, in seven doubly occupied plane waves with integer wavevectors of length 0 or 1, in units of 0.809 bohr$^{-1}$. The role of $k_F$ in the triangle inequality is played by this largest length, 1.

The energy can be found here by diagonalization. For one $q$ with $m$ allowed transitions in a volume $V$, set $w=2v/V$. Then

$$ 1+x=1+w\sum_{i=1}^m\frac{2\Delta_i}{\Delta_i^2+u^2}=\prod_{i=1}^m\frac{\omega_i^2+u^2}{\Delta_i^2+u^2}, $$

where the $\omega_i$ are the RPA excitation energies. Those that differ from every $\Delta_i$ are the zeros of $1+x$, at $u^2=-\omega_i^2$. When several transitions share the same $\Delta$, all but one of their $\omega_i$ stay at that value, and the corresponding factors cancel from the product. Two integrals,

$$ \int_0^\infty\!\frac{du}{2\pi}\ln\frac{\omega^2+u^2}{\Delta^2+u^2}=\frac{\omega-\Delta}{2},\qquad \int_0^\infty\!\frac{du}{2\pi}\,\frac{2\Delta}{\Delta^2+u^2}=\frac12, $$

turn the contribution of this $q$ into $\frac12\sum_i(\omega_i-\Delta_i-w)$, with no frequency integral left.

With a response radius of 4 units, 257 bands give −46.456 and 515 bands give −46.963 millihartree per electron. Going on to 2109 bands leaves the energy at −46.963. Four times as many bands have changed nothing, because band radius 5 already completes response radius 4. Yet response radius 9 with band radius 10 gives −48.100, lower by 1.137 millihartree.

In the reverse test, 257 bands give −46.509 at response radius 5 and again at radius 8. This plateau is 1.591 millihartree above the larger calculation, which is itself still finite.

The total energies of the box and the infinite gas differ considerably, but the short-wavelength part compared here is similar. Raising the response radius from 5 to 9 units, with complete bands, lowers the energy by 0.518 millihartree in the box and 0.506 in the gas. Over narrower ranges of $q$ the discrete wavevectors of the box can leave larger relative differences.

### How to raise the cutoffs

Bands complete the response at cutoff $Q$ when $K=Q+k_F$. In energies,

$$ \frac{K^2}{2}=\frac{Q^2}{2}+Qk_F+\frac{k_F^2}{2}. $$

For $Q=4k_F$ this requires bands up to 11.51 hartree for a response cutoff of 7.37 hartree. Equal cutoff energies are not enough to complete the response, and the extra energy needed grows with $Q$.

Along $K=Q+k_F$ the error starts as $Q^{-3}$ and the next term is $Q^{-5}$. Once $Q$ is several times $k_F$, two points give an accurate extrapolation. Fitting $E=E_\infty+B/Q^3$ and eliminating $B$ gives

$$ E_\infty=\frac{Q_2^3E_2-Q_1^3E_1}{Q_2^3-Q_1^3}. $$

With $Q_1=6k_F$, $Q_2=8k_F$ and the energies −61.591 and −61.713 millihartree,

$$ E_\infty=\frac{512(-61.713)-216(-61.591)}{296}=-61.80\ \text{millihartree}. $$

Evaluated without rounding the inputs, the error is −0.0004 millihartree. The path $K=Q$ leads to the same limit, but its error has an extra term $4n\,g(0)\,k_F/Q^4$, a relative correction $3g(0)k_F/Q$ to the leading tail. The same two values of $Q$ leave −0.009 millihartree, of which this term supplies −0.006 and higher orders the rest. The difference between the paths is larger at smaller cutoffs: from $Q=3k_F$ and $4k_F$ the extrapolation error is −0.012 millihartree along $K=Q+k_F$ and −0.22 along $K=Q$. Extrapolating in $K$ from $7k_F$ to $9k_F$ at fixed $Q=4k_F$ leaves the whole 0.714 millihartree, since two equal energies extrapolate to themselves.

### What changes in a crystal

The sharp edges rest on plane-wave orbitals. Suppose an occupied orbital contains many momenta $p$, while a high final state is still nearly a plane wave of momentum $p'$. The density component $q$ connects them only through the part of the occupied orbital at $p=p'-q$. The spread of momenta in the occupied orbital then takes the place of $k_F$. A compact core orbital has a broad spread without a sharp end, so its plateau should be approached gradually and the bands should have to reach farther above $G^2/2$. This is an inference from momentum conservation; the calculations here do not test it.

What carries over is the diagnostic. A vanishing change along one cutoff shows only that this cutoff no longer limits the result at the present value of the other; it can limit the result again once the other is raised, as $K=5k_F$ does when $Q$ goes beyond $4k_F$. It does not measure the error left by the other. That error becomes visible when both are raised together, with the bands kept ahead of the response. The numerical output below gives the full surface and the comparisons quoted here.

## Computed results

```
r_s = 2.0 bohr, n = 0.029842 bohr^-3, kF = 0.95958 bohr^-1
q = 4 kF: q^2/2 = 7.366 hartree
  final states from 4.144 to 11.510 hartree
  mean final-state energy 7.643 hartree
Surface E(Q,K), millihartree per electron; rows Q/kF, columns K/kF
  Q/kF         3        4        5        7        9       13      inf
     2   -55.905  -55.905  -55.905  -55.905  -55.905  -55.905  -55.905
     3   -59.252  -60.093  -60.093  -60.093  -60.093  -60.093  -60.093
     4   -59.337  -60.854  -61.088  -61.088  -61.088  -61.088  -61.088
     5   -59.337  -60.881  -61.349  -61.438  -61.438  -61.438  -61.438
     6   -59.337  -60.881  -61.360  -61.591  -61.591  -61.591  -61.591
     8   -59.337  -60.881  -61.360  -61.651  -61.713  -61.713  -61.713
    12   -59.337  -60.881  -61.360  -61.651  -61.733  -61.775  -61.775
   inf   -59.337  -60.881  -61.360  -61.651  -61.733  -61.779  -61.801
Full RPA limit: -61.801 millihartree per electron = -1.6817 eV
False plateaus, millihartree per electron
  Q=4kF, change from K=5kF to 13kF: 0.0000
  Q=4kF, remaining error: 0.7136
  K=4kF, change from Q=5kF to 12kF: 0.0000
  K=4kF, remaining error: 0.9201
Tail error at K=inf, millihartree per electron: computed, 4n/(3Q^3)
  Q=4kF: 0.71360, 0.70362
  Q=6kF: 0.20984, 0.20848
  Q=8kF: 0.08828, 0.08795
  Q=12kF: 0.02610, 0.02606
Coefficient of (kF/Q)^2 from the gas at Q=40kF: 0.2399
Crossover g(s), dimensionless: exact, decimal, from the gas
  s=-1.0: 44/35, 1.25714, 1.25643
  s=-0.5: 54459/71680, 0.75975, 0.75954
  s= 0.0: 177/560, 0.31607, 0.31603
  s= 0.5: 3733/71680, 0.05208, 0.05208
  s= 1.0: 0, 0.00000, 0.00000
Error after inverse-cube extrapolation, millihartree per electron
  K=Q+kF, from Q=6kF and 8kF: -0.00043
  K=Q, from Q=6kF and 8kF: -0.00913
  Q=4kF fixed, from K=7kF and 9kF: 0.71360
Box: 14 electrons, momentum unit 0.80862 bohr^-1
Box, response radius 4 units: band radius, bands, millihartree/electron
  3, 123, -43.98822
  4, 257, -46.45634
  5, 515, -46.96322
  8, 2109, -46.96322
Box, band radius 4 units: response radius, millihartree/electron
  3, -45.52932
  4, -46.45634
  5, -46.50886
  8, -46.50886
Box, response radius 9, band radius 10: -48.09974 millihartree/electron
Energy step, response radius 5 to 9: box 0.5176, gas 0.5061 millihartree/electron
```
